\section*{Contact pinning factor from uniform gap states and an effective interfacial capacitance}

\section{Definitions and conventions}

A planar metal contact is made to an n-type semiconductor. The coordinate $x$ points into the semiconductor. The metal fills $x<-d$, a thin interfacial gap of permittivity $\varepsilon_g$ fills $-d<x<0$, and the semiconductor, of permittivity $\varepsilon_s$, fills $x>0$. The elementary charge is $e>0$, and the contact is in equilibrium, with one Fermi level $E_F$.

Metal wave functions decay into the semiconductor and give it states inside its band gap, the metal-induced gap states. Their number per unit area and unit energy is $D$, taken to be uniform between the band edges. They carry no net charge when $E_F$ lies at the charge neutrality level $E_{\rm CNL}$. Their density is taken to fall with depth as $e^{-x/\lambda}$, with one decay length for all energies. Both assumptions are idealizations: for real gap states $D$ and $\lambda$ depend on energy, and $\lambda$ grows towards the band edges.

Beyond this tail the bands are taken to be flat. This requires a depletion width much larger than $\lambda$, so that the doping-related band bending over a few $\lambda$ is small; it fails for heavily doped contacts. On this plateau define
\begin{equation}
B=E_c-E_F,\qquad B_0=E_c-E_{\rm CNL}.
\end{equation}
$B$ is the electron barrier, and $B_0$ is its value when the gap states are neutral. The metal work function is $\Phi_M$, the electron affinity is $\chi$ and the band gap is $E_g$. The free-surface dipoles are contained in $\Phi_M$ and $\chi$. The pinning factor is
\begin{equation}
S=\frac{dB}{d\Phi_M},
\end{equation}
taken over a set of metals for which $D$, $B_0$, $\chi$ and the interface capacitance $C$ defined below are the same.

The result to be derived is
\begin{equation}
S=\frac{1}{1+e^2D/C},\qquad
\frac1C=\frac{\ell}{\varepsilon_0}+\frac{d}{\varepsilon_g}+\frac{\lambda}{\varepsilon_s},
\label{eq:result}
\end{equation}
where $\ell$ is the Thomas--Fermi screening length of the metal and $C$ is a capacitance per unit area. Continuum electrostatics is used at lengths below a nanometre. This is a modelling assumption, so $\ell$, $d$, $\lambda$ and the permittivities are effective parameters. Depletion charge is left out until the last section.

\section{First derivation: one charge and one capacitance}

\subsection{Charge in the gap states}

Measure energies from the valence-band edge on the plateau. With the Fermi function $f(E)$, the number of electrons per area in excess of neutrality is
\begin{equation}
n=D\left[\int_0^{E_g}f(E)\,dE-E_{\rm CNL}\right].
\end{equation}
An antiderivative of $f$ is $-k_BT\ln\!\left(1+e^{-(E-E_F)/k_BT}\right)$. At the lower limit, use
$\ln(1+e^{E_F/k_BT})=E_F/k_BT+\ln(1+e^{-E_F/k_BT})$. Then
\begin{equation}
\int_0^{E_g}\! f\,dE=E_F+k_BT\ln\!\left(1+e^{-E_F/k_BT}\right)
-k_BT\ln\!\left(1+e^{-(E_g-E_F)/k_BT}\right).
\end{equation}
Both logarithms are exponentially small when $E_F$ is many $k_BT$ from the band edges. Under that condition $n=D(E_F-E_{\rm CNL})$, with no power-law temperature correction. Since $E_F-E_{\rm CNL}=B_0-B$, the charge per area is
\begin{equation}
Q_s=-en=eD(B-B_0).
\label{eq:Qs}
\end{equation}
If $B<B_0$, the Fermi level is above the neutrality level, and the states hold extra electrons and are negative.

Equation \eqref{eq:Qs} contains the closure of this first derivation: one energy, the plateau value of $E_F-E_{\rm CNL}$, sets the occupation at every depth. The charge density therefore has the fixed shape $\rho(x)=(Q_s/\lambda)e^{-x/\lambda}$.

\subsection{Voltage produced by this charge}

The metal carries $-Q_s$, and the field vanishes on the plateau. Let $\phi$ be the electrostatic potential and $F=-d\phi/dx$ the field. Gauss's law in the semiconductor gives
\begin{equation}
\varepsilon_sF(x)=-\int_x^\infty\rho(x')\,dx'=-Q_se^{-x/\lambda}.
\end{equation}
The potential rise across the tail is
\begin{equation}
\phi(\infty)-\phi(0)=-\int_0^\infty F\,dx=\frac{Q_s\lambda}{\varepsilon_s}.
\end{equation}
At $x=0$ the displacement is $-Q_s$. It is constant through the gap, where $F=-Q_s/\varepsilon_g$, so the rise there is $Q_sd/\varepsilon_g$.

In the metal, linear screening gives a potential $\phi_1e^{(x+d)/\ell}$ relative to the interior. At the metal surface the field is $-\phi_1/\ell$. Continuity of displacement requires $-\varepsilon_0\phi_1/\ell=-Q_s$, hence $\phi_1=Q_s\ell/\varepsilon_0$. The three rises add:
\begin{equation}
\phi_s-\phi_m=Q_s\left(\frac{\ell}{\varepsilon_0}+\frac{d}{\varepsilon_g}+\frac{\lambda}{\varepsilon_s}\right)=\frac{Q_s}{C},
\label{eq:series}
\end{equation}
where $\phi_s$ is the plateau potential and $\phi_m$ that of the metal interior. The tail acts as a sheet at its mean depth $\lambda$.

\subsection{Balance of levels}

The vacuum level referred to the metal is $E_F+\Phi_M$. Referred to the plateau it is $E_c+\chi=E_F+B+\chi$. An electron has potential energy $-e\phi$, so the two differ by $-e(\phi_s-\phi_m)$:
\begin{equation}
B+\chi-\Phi_M=-\frac{eQ_s}{C}=-\frac{e^2D}{C}(B-B_0).
\label{eq:balance}
\end{equation}
Moving the terms in $B$ to the left gives
\begin{equation}
\left(1+\frac{e^2D}{C}\right)B=\Phi_M-\chi+\frac{e^2D}{C}B_0 .
\end{equation}
Divide by the bracket. The coefficient of $\Phi_M-\chi$ is $S$ of Eq.~\eqref{eq:result}, and that of $B_0$ is $(e^2D/C)S=1-S$. Therefore
\begin{equation}
B=S(\Phi_M-\chi)+(1-S)B_0.
\label{eq:linear}
\end{equation}

The quantity $e^2D$ is the capacitance associated with filling the states. If $e^2D\ll C$, then $S\to1$ and $B\to\Phi_M-\chi$, the Schottky--Mott limit. If $e^2D\gg C$, then $S\to C/(e^2D)$ and $B\to B_0$: a small departure from neutrality supplies the whole interface voltage. The hole barrier $E_g-B$ has slope $-S$.

The slope is sure to equal $S$ for a set of metals that share the other parameters. If $B_0$ and $S$ vary from metal to metal, differentiating Eq.~\eqref{eq:linear} gives
\begin{equation}
\frac{dB}{d\Phi_M}=S+(1-S)\frac{dB_0}{d\Phi_M}+(\Phi_M-\chi-B_0)\frac{dS}{d\Phi_M},
\end{equation}
if $\chi$ is still fixed. A change of bonding from one metal to the next can thus alter a measured slope without any change in the mechanism derived here.

\subsection{Numerical case}

Take round model parameters: $E_g=3.5$ eV, $\chi=4.0$ eV, $B_0=1.2$ eV, $\ell=0.05$ nm, $d=0.20$ nm, $\lambda=0.20$ nm, and relative permittivities 2 in the gap and 10 in the semiconductor. The density is $D=10^{14}$ eV$^{-1}$cm$^{-2}$. Then
\begin{equation}
\frac{\varepsilon_0}{C}=0.05+\frac{0.20}{2}+\frac{0.20}{10}=0.17\ \text{nm},
\qquad C=5.208\ \mu\text{F/cm}^2 .
\end{equation}
With $e^2D=16.022\ \mu$F/cm$^2$, the ratio is $e^2D/C=3.076$ and
\begin{equation}
S=\frac{1}{1+3.076}=0.245.
\end{equation}
For $\Phi_M=4.5$ eV, Eq.~\eqref{eq:linear} gives
\begin{equation}
B=0.2453\times0.5+0.7547\times1.2=1.028\ \text{eV},
\end{equation}
where the Schottky--Mott value is 0.5 eV. For $\Phi_M=5.5$ eV the barrier is 1.274 eV. A change of 1 eV in work function thus moves the barrier by 0.245 eV.

At $\Phi_M=4.5$ eV the gap states hold $1.72\times10^{13}$ extra electrons per cm$^2$. The voltage $Q_s/C=-0.528$ V divides into $-0.155$ V in the metal, $-0.311$ V in the gap and $-0.062$ V in the tail. The gap dominates because $d/\varepsilon_g$ is the largest term in $1/C$.

\section{Second derivation: Poisson's equation with local response}

\subsection{Equation and solution}

Now let the states at each depth respond to the bands at that depth. Their density per volume and energy is $(D/\lambda)e^{-x/\lambda}$. Define
\begin{equation}
u(x)=E_F-E_{\rm CNL}(x),\qquad E_{\rm CNL}(x)=\text{const}-e\phi(x),
\end{equation}
so that $u''=e\phi''$. The charge density is $\rho=-e(D/\lambda)e^{-x/\lambda}u$. Poisson's equation, $\varepsilon_s\phi''=-\rho$, becomes
\begin{equation}
u''=\frac{e^2D}{\varepsilon_s\lambda}e^{-x/\lambda}u
=\frac{a^2}{\lambda^2}e^{-x/\lambda}u,\qquad a^2=\frac{e^2D\lambda}{\varepsilon_s}.
\label{eq:local}
\end{equation}
Put $z=2a\,e^{-x/2\lambda}$. Then $dz/dx=-z/2\lambda$, and
\begin{equation}
u''=\frac{1}{4\lambda^2}\left(z^2\frac{d^2u}{dz^2}+z\frac{du}{dz}\right),
\qquad \frac{a^2}{\lambda^2}e^{-x/\lambda}=\frac{z^2}{4\lambda^2}.
\end{equation}
Hence
\begin{equation}
z^2\frac{d^2u}{dz^2}+z\frac{du}{dz}-z^2u=0,
\end{equation}
the modified Bessel equation of order zero. Its solutions are $I_0(z)$ and $K_0(z)$. For large $x$, $z\to0$ and $K_0(z)\simeq-\ln z+\text{const}$, which grows linearly in $x$ and represents a remaining field. Without depletion charge that field is zero, so
\begin{equation}
u(x)=u_\infty I_0\!\left(2a\,e^{-x/2\lambda}\right),\qquad u_\infty=B_0-B.
\end{equation}
Since $I_0'=I_1$ and $dz/dx=-a/\lambda$ at the surface,
\begin{equation}
u(0)=u_\infty I_0(2a),\qquad u'(0)=-\frac a\lambda u_\infty I_1(2a).
\end{equation}

\subsection{Matching to the metal}

Continue $u$ into the gap and metal as $\text{const}+e\phi$, and let $u_m$ be its value in the metal interior. Define $1/C_g=\ell/\varepsilon_0+d/\varepsilon_g$. The displacement is continuous, so the gap and metal contribute as in Eq.~\eqref{eq:series}:
\begin{equation}
u(0)-u_m=\frac{\varepsilon_su'(0)}{C_g}.
\end{equation}
Insert the surface values and use $\varepsilon_sa/\lambda=e^2D/a$, which follows from the definition of $a^2$. With $g=e^2D/C_g$,
\begin{equation}
u_m=u_\infty\left[I_0(2a)+g\,\frac{I_1(2a)}{a}\right].
\end{equation}
If the plateau were at the potential of the metal interior, the barrier would be $\Phi_M-\chi$. Hence $u_m=B_0-(\Phi_M-\chi)$. Writing $S_{\rm loc}=u_\infty/u_m$ gives $B_0-B=S_{\rm loc}[B_0-(\Phi_M-\chi)]$. This is Eq.~\eqref{eq:linear} with $S$ replaced by
\begin{equation}
S_{\rm loc}=\left[I_0(2a)+g\,\frac{I_1(2a)}{a}\right]^{-1}.
\label{eq:Sloc}
\end{equation}

\subsection{Reduction to the capacitance formula}

The Bessel series are
\begin{equation}
I_0(2a)=\sum_{k=0}^\infty\frac{a^{2k}}{(k!)^2},\qquad
\frac{I_1(2a)}{a}=\sum_{k=0}^\infty\frac{a^{2k}}{k!\,(k+1)!}.
\end{equation}
Both $a^2$ and $g$ are proportional to $D$. Collecting powers of $D$,
\begin{equation}
\frac1{S_{\rm loc}}=1+\left(g+a^2\right)+\left(\frac{a^4}{4}+\frac{ga^2}{2}\right)+O(D^3).
\label{eq:expand}
\end{equation}
The first-order term is
\begin{equation}
g+a^2=e^2D\left(\frac1{C_g}+\frac{\lambda}{\varepsilon_s}\right)=\frac{e^2D}{C}.
\end{equation}
To this order the second derivation gives Eq.~\eqref{eq:result}, including the tail term $\lambda/\varepsilon_s$. Every later term is positive, so $S_{\rm loc}<S$ for $D>0$: within these models, local response pins more strongly.

The reason can be read from the solution. $I_0$ increases with its argument, so $|u|$ is larger near the metal than on the plateau. The local states there hold more charge than the plateau value would assign to them.

For $a\gg1$, both Bessel functions approach $e^{2a}/\sqrt{4\pi a}$, and
\begin{equation}
S_{\rm loc}\simeq\frac{\sqrt{4\pi a}\,e^{-2a}}{1+g/a}.
\end{equation}
The tail then screens the plateau from the metal exponentially in $a$, whereas the lumped $S$ falls as $1/D$.

\section{What each derivation assumes}

\subsection{The response of the gap states}

Both derivations use a uniform $D$, linear continuum electrostatics and the same decay length. They differ in what controls the occupation. The first uses one energy for the whole tail. The second uses the local band position, which treats the states as a local electron reservoir even though the potential varies over the short length $\lambda$. The response of real wave functions is nonlocal, and neither closure is derived here from a microscopic calculation. The difference between them shows how sensitive $S$ is to this choice; it is not a bound on the error of either.

For the parameters above the two factors are as follows.
\begin{center}
\begin{tabular}{cccc}
$D$ (eV$^{-1}$cm$^{-2}$) & $a^2$ & $S$ & $S_{\rm loc}$\\
$1\times10^{13}$ & 0.036 & 0.765 & 0.762\\
$3\times10^{13}$ & 0.109 & 0.520 & 0.507\\
$1\times10^{14}$ & 0.362 & 0.245 & 0.216\\
$3\times10^{14}$ & 1.086 & 0.098 & 0.063
\end{tabular}
\end{center}
Relative to $S_{\rm loc}$, the lumped value is high by 0.4\% in the first row, 14\% in the third and 55\% in the last. Direct numerical solutions of Poisson's equation through all three regions, one for each closure, give 0.2453 and 0.2159 at $10^{14}$ eV$^{-1}$cm$^{-2}$, in agreement with the two formulas.

Equation \eqref{eq:expand} explains the trend. At $10^{14}$ eV$^{-1}$cm$^{-2}$, $C_g=5.903\ \mu$F/cm$^2$ and $g=16.022/5.903=2.71$. The second-order term is
\begin{equation}
\frac{0.362^2}{4}+\frac{2.71\times0.362}{2}=0.52,
\end{equation}
while the full difference is $1/0.2159-1/0.2453=0.56$. Both exceed the first-order tail term $a^2=0.36$. At this density, keeping $\lambda/\varepsilon_s$ in $C$ is therefore consistent within the first closure, but it does not capture the whole effect of the tail in the second. The two closures agree closely when $a^2\ll1$: their relative difference is then $(a^4/4+ga^2/2)/(1+g+a^2)$ to leading order, which is at most about $a^2/2$. For the tail term to be the leading tail correction in both, $g\ll2$ is needed as well.

\subsection{Depletion charge, neglected in both}

Let the semiconductor have fully ionized donors of density $N_d$, a sharp depletion edge at $W$, and $E_c-E_F=\zeta$ in the bulk. There is no longer a flat plateau. $B$ now denotes the depletion parabola extrapolated to $x=0$:
\begin{equation}
B-\zeta=\frac{e^2N_dW^2}{2\varepsilon_s},\qquad Q_d=eN_dW.
\end{equation}
Return to the first closure. The tail shifts the actual band edge at the surface to $E_c(0)-E_F=B+eQ_s\lambda/\varepsilon_s$, upward if $Q_s>0$ and downward if $Q_s<0$. The total charge $Q_s+Q_d$ acts across the gap and metal, so
\begin{equation}
B+\frac{eQ_s\lambda}{\varepsilon_s}+\chi-\Phi_M=-\frac{e(Q_s+Q_d)}{C_g}.
\end{equation}
Collecting the terms in $Q_s$,
\begin{equation}
B+\chi-\Phi_M=-e\left(\frac{Q_s}{C}+\frac{Q_d}{C_g}\right).
\end{equation}
The donor charge is divided by $C_g$, not $C$, because its voltage inside the semiconductor is already counted in the parabola.

From the parabola, $dB=(e^2N_dW/\varepsilon_s)\,dW$. Therefore $dQ_d/dB=eN_d\,dW/dB=\varepsilon_s/(eW)=C_d/e$, with $C_d=\varepsilon_s/W$. Differentiating the balance gives
\begin{equation}
\frac{1}{S_d}=1+\frac{e^2D}{C}+\frac{C_d}{C_g}.
\end{equation}

For $N_d=10^{17}$ cm$^{-3}$, $\zeta=0.10$ eV and $\Phi_M=5.5$ eV, the width is $W=113.5$ nm and $C_d=0.078\ \mu$F/cm$^2$. The added term is $0.078/5.903=0.013$, beside $1/S=4.08$, and the factor changes from 0.2453 to 0.2445. The barrier falls from 1.274 to 1.266 eV, by about 8 meV.

This shift has a limited accuracy, because the occupation was referred to $B$ at $x=0$ although the parabola slopes across the tail. Its drop over one decay length is about
\begin{equation}
\frac{2(B-\zeta)\lambda}{W}=\frac{2\times1.166\times0.20}{113.5}\ \text{eV}\approx4\ \text{meV}.
\end{equation}
Using the band position at $x=\lambda$ would lower the neutrality level by this amount in Eq.~\eqref{eq:Qs} and raise the barrier by $(1-S)\times4\approx3$ meV. This correction is a large fraction of the 8 meV shift itself, so at this $D$ the calculation supports only a lowering of the barrier by a few meV. The sign is not general. The donor charge lowers the barrier by about $S\,eQ_d/C_g$ and the correction raises it by about $(1-S)\,eQ_d\lambda/\varepsilon_s$. The two cancel when $e^2D/C=\varepsilon_s/(C_g\lambda)=7.5$, and at $D=3\times10^{14}$ eV$^{-1}$cm$^{-2}$, where $e^2D/C=9.2$, the net shift is upward. Both corrections are small beside the 0.245 eV by which the barrier moves between the two end metals.

Image-force lowering is not included in $B$. The depletion field at the contact is $F_0=2(B-\zeta)/(eW)=0.0205$ V/nm, and the standard estimate $\sqrt{e^3F_0/(4\pi\varepsilon_s)}$ gives a lowering of about 54 meV. This estimate places the metal directly at $x=0$ and puts the barrier top about 1.3 nm from it. In the present geometry the gap and the metal screening are equivalent to $\varepsilon_s/C_g=1.5$ nm of semiconductor, which weakens the image attraction, while the gap states add screening of their own. The figure therefore shows only that image effects can be much larger than the few meV found here; it is not the lowering for this contact.

\subsection{Range of the linear law}

Equation \eqref{eq:linear} places $B$ between $\Phi_M-\chi$ and $B_0$. If both lie inside the gap and many $k_BT$ from its edges, so does the Fermi level on the plateau, and the uniform-density charge law applies there. In the local model $|u|$ decreases steadily from $|u_m|$ to $|u_\infty|$, so the same condition suffices at every depth. Outside it, band states must be included and the slope need not be constant. The condition belongs to the model. At a real interface $D$ and $\lambda$ can vary with energy well inside the gap, and the law is then linear only over the range of $E_F$ in which they are nearly constant. In the numerical case $\Phi_M-\chi$ runs from 0.5 to 1.5 eV and $B_0=1.2$ eV, in a gap of 3.5 eV, so the condition is met at room temperature. The check output lists the barriers for work functions of 4.5, 5.0 and 5.5 eV.

\section*{Table of computed values}
\begin{verbatim}
band gap 3.50 eV, electron affinity 4.00 eV
neutral barrier B0 1.20 eV, temperature 300 K
metal screening length 0.05 nm
gap thickness 0.20 nm, relative permittivity 2.0
decay length 0.20 nm, relative permittivity 10.0
gap-state density D 1.00e+14 /(eV cm^2)
capacitance C 5.208 uF/cm^2
capacitance C_g without tail 5.903 uF/cm^2
gap-state capacitance e^2 D 16.022 uF/cm^2
ratio e^2 D/C 3.0762
pinning factor S, lumped formula 0.2453
pinning factor S, Poisson solution 0.2453
Phi_M 4.50 eV: Schottky-Mott 0.500 eV, B 1.0283 eV, Q_s/e -1.717e+13 /cm^2
Phi_M 5.00 eV: Schottky-Mott 1.000 eV, B 1.1509 eV, Q_s/e -4.907e+12 /cm^2
Phi_M 5.50 eV: Schottky-Mott 1.500 eV, B 1.2736 eV, Q_s/e 7.360e+12 /cm^2
voltage drops Q_s/C_part for Phi_M 4.50 eV:
  metal -0.1554 V
  gap -0.3107 V
  gap-state tail -0.0621 V
  total -0.5283 V
lumped and local pinning factors:
  D 1e+13 /(eV cm^2): a^2 0.0362, lumped 0.7647, local 0.7617
  D 3e+13 /(eV cm^2): a^2 0.1086, lumped 0.5201, local 0.5074
  D 1e+14 /(eV cm^2): a^2 0.3619, lumped 0.2453, local 0.2159
  D 3e+14 /(eV cm^2): a^2 1.0857, lumped 0.0978, local 0.0631
local S, Poisson solution at 1e14 0.2159
donor density 1.0e+17 /cm^3, bulk E_c-E_F 0.10 eV
with depletion, Phi_M 5.50 eV: B 1.2660 eV
barrier shift by depletion -7.56 meV
depletion width 113.5 nm
depletion capacitance C_d 0.0780 uF/cm^2
differential S with depletion, formula 0.24454
differential S with depletion, integration 0.24454
S without depletion 0.24533
\end{verbatim}
